# Closed porosity of a low-k film from its refractive index

**Question**

A porous, silica-like dielectric film has refractive index \(n=1.30\), measured with its pores empty. The dense solid that forms its skeleton has index \(n_s=1.46\) at the same wavelength, 633 nm. A separate measurement of liquid uptake, made on the outgassed film, shows that pores reachable from the surface occupy \(p_{\rm open}=28\) percent of the film volume. Pores that the liquid cannot reach are called closed.

All porosities are fractions of the total film volume. Absorption is neglected, and the relative permittivity at the optical frequency is \(\varepsilon=n^2\). Unless a part says otherwise, the film is isotropic and its pores are much smaller than the wavelength.

**(a)** Derive the relation between the index of an isotropic medium and the number density \(N\) and polarizability \(\alpha\) of its molecules, using the Lorentz local field.

**Answer.** Let \(E\) be the macroscopic field and \(P\) the polarization, both along \(z\). The field acting on one molecule differs from \(E\), because the molecule does not sit in a smooth continuum. Draw a sphere of radius \(R\) around it. Matter outside the sphere is treated as continuous, and matter inside as separate dipoles.

Removing the continuous matter inside leaves a cavity with bound charge on its wall. The outward normal of the dielectric points into the cavity, along \(-\hat{\mathbf r}\), so the surface charge density is \(\sigma=-P\cos\theta\). A charge on the wall in direction \(\hat{\mathbf r}\) produces a field along \(-\hat{\mathbf r}\) at the centre if it is positive. Its \(z\) component therefore carries a factor \(-\cos\theta\), and the two minus signs cancel. Summing over rings of area \(2\pi R^2\sin\theta\,d\theta\) gives

\[
E_{\rm cav}=\int_0^{\pi}\frac{P\cos^2\theta}{4\pi\varepsilon_0R^2}\,2\pi R^2\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.
\]

The dipoles inside the sphere, each of moment \(p\) along \(z\), add a field proportional to \(\sum(3z^2-r^2)/r^5\). In cubic surroundings the sums of \(x^2\), \(y^2\) and \(z^2\) over each shell of neighbours are equal, so \(3z^2\) sums to \(r^2\) and the total vanishes. In an isotropic disordered solid this holds on average, if the dipoles are taken as equal. In fact they feel unequal fields there, so the result below is then an approximation. Symmetry matters here: in a simple tetragonal lattice with \(c/a=1.1\) and dipoles along \(c\), the sum is \(-1.08/a^3\), not zero.

The local field is thus \(E_{\rm loc}=E+P/(3\varepsilon_0)\). Since \(P=\varepsilon_0(n^2-1)E\),

\[
E_{\rm loc}=E+\frac{n^2-1}{3}E=\frac{n^2+2}{3}E .
\]

The polarization is also \(P=N\alpha E_{\rm loc}\). Equating the two expressions for \(P\) gives

\[
\varepsilon_0(n^2-1)E=N\alpha\,\frac{n^2+2}{3}E
\quad\Rightarrow\quad
L(n)\equiv\frac{n^2-1}{n^2+2}=\frac{N\alpha}{3\varepsilon_0}.
\]

This is the Lorentz-Lorenz relation.

**(b)** Use it to express the closed porosity in terms of \(n\), \(n_s\) and \(p_{\rm open}\). State what is assumed about the skeleton, and check two limits.

**Answer.** Assume that the skeleton has the same density and molecular polarizability as the dense solid, that empty pores contribute no dipoles, and that the average local field in the porous film still has the form found in (a). The last assumption depends on how solid and void are arranged, as part (e) shows. If \(N_s\) is the number density in the dense solid, the density averaged over the film is \(N=(1-p_{\rm total})N_s\). With the same \(\alpha\) in both,

\[
L(n)=(1-p_{\rm total})\,L(n_s),
\qquad
p_{\rm total}=1-\frac{L(n)}{L(n_s)} .
\]

Every pore is either open or closed, so

\[
p_{\rm closed}=1-\frac{L(n)}{L(n_s)}-p_{\rm open}.
\]

If \(n=n_s\), the total porosity is zero. If \(n=1\), then \(L(n)=0\) and the total porosity is one. Both limits are as they should be.

**(c)** Evaluate the total and closed porosity.

**Answer.** The squared indices are \(n^2=1.6900\) and \(n_s^2=2.1316\). Hence

\[
L(n)=\frac{0.6900}{3.6900}=0.18699,
\qquad
L(n_s)=\frac{1.1316}{4.1316}=0.27389 .
\]

The solid fraction is \(0.18699/0.27389=0.6827\), so

\[
p_{\rm total}=31.7\ \text{percent},
\qquad
p_{\rm closed}=31.7-28.0=3.7\ \text{percent}.
\]

Closed pores hold about 12 percent of all pore volume in this model. That share should not be confused with the 3.7 percent of the film volume.

**(d)** The independent standard errors are 0.005 in \(n\), 0.010 in \(n_s\) and 1.0 percentage point in \(p_{\rm open}\). Find the standard error of the closed porosity. Then find the skeletal index for which the inferred closed porosity would be zero, with \(n\) and \(p_{\rm open}\) held fixed.

**Answer.** Writing \(L(n)=1-3/(n^2+2)\) gives \(dL/dn=6n/(n^2+2)^2\). The two slopes are

\[
\frac{\partial p_{\rm closed}}{\partial n}
=-\frac{1}{L(n_s)}\frac{6n}{(n^2+2)^2}=-2.092,
\]

\[
\frac{\partial p_{\rm closed}}{\partial n_s}
=\frac{L(n)}{L(n_s)^2}\frac{6n_s}{(n_s^2+2)^2}=1.279 .
\]

A larger film index means more solid and fewer pores. A larger skeletal index means that less solid is needed to produce the same film index, which leaves more room for pores.

The contributions are \(2.092\times0.005=1.05\) points from the film index, \(1.279\times0.010=1.28\) points from the skeletal index, and 1.0 point from the open porosity. Independent errors add in quadrature:

\[
\Delta p_{\rm closed}=\sqrt{1.05^2+1.28^2+1.0^2}=1.9\ \text{points}.
\]

The result is therefore \(3.7\pm1.9\) percent of the film volume, before any error of the mixing model. The error is about half the value, because the closed porosity is a small difference between two much larger numbers.

For zero closed porosity, part (b) requires \(L(n_s)=L_0\) with \(L_0=L(n)/(1-p_{\rm open})=0.18699/0.72\). To invert \(L\), multiply out \(L_0(n_s^2+2)=n_s^2-1\) and collect the terms in \(n_s^2\):

\[
n_s^2(1-L_0)=1+2L_0
\quad\Rightarrow\quad
n_s=\sqrt{\frac{1+2L_0}{1-L_0}}=1.433 .
\]

Within the Lorentz-Lorenz model, a skeletal index lower by 0.027 than the assumed 1.46 would thus bring the inferred closed porosity to zero.

**(e)** The mixing rule also depends on how solid and void are arranged. Consider a sphere with core permittivity \(\varepsilon_i\) and shell permittivity \(\varepsilon_h\), whose core fills a fraction \(f\) of its volume. Find the permittivity \(\varepsilon\) of a surrounding medium in which this sphere leaves a uniform outside field undisturbed. Apply the result to solid cores in void shells and to void cores in solid shells.

**Answer.** For a sphere much smaller than the wavelength, the electrostatic potential may be used. Let the core radius be \(a\) and the outer radius \(b\), so \(f=a^3/b^3\). Solutions of Laplace's equation with the symmetry of a uniform field \(E_0\) are

\[
\phi_{\rm core}=-Ar\cos\theta,\quad
\phi_{\rm shell}=\left(-Br+\frac{C}{r^2}\right)\cos\theta,\quad
\phi_{\rm out}=-E_0r\cos\theta .
\]

The outside potential has no dipole term, which is the required condition. At \(r=a\), continuity of \(\phi\) and of \(\varepsilon\,\partial\phi/\partial r\) gives

\[
A=B-\frac{C}{a^3},\qquad
\varepsilon_iA=\varepsilon_h\left(B+\frac{2C}{a^3}\right).
\]

Eliminating \(A\) and collecting terms,

\[
(\varepsilon_i-\varepsilon_h)B=(\varepsilon_i+2\varepsilon_h)\frac{C}{a^3}
\quad\Rightarrow\quad
\frac{C}{a^3}=\beta B,\qquad
\beta=\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h}.
\]

At \(r=b\), where \(C/b^3=f\beta B\), the same two conditions give

\[
E_0=B(1-f\beta),\qquad
\varepsilon E_0=\varepsilon_hB(1+2f\beta).
\]

Their ratio is \(\varepsilon=\varepsilon_h(1+2f\beta)/(1-f\beta)\). From it,

\[
\varepsilon-\varepsilon_h=\frac{3f\beta\,\varepsilon_h}{1-f\beta},\qquad
\varepsilon+2\varepsilon_h=\frac{3\varepsilon_h}{1-f\beta},
\]

and division yields

\[
\frac{\varepsilon-\varepsilon_h}{\varepsilon+2\varepsilon_h}
=f\,\frac{\varepsilon_i-\varepsilon_h}{\varepsilon_i+2\varepsilon_h}.
\]

Because the outside field is unchanged, more such spheres can replace the medium, in smaller and smaller sizes with the same \(f\), until they fill the space. The composite then has permittivity \(\varepsilon\).

For solid cores in void shells, \(\varepsilon_h=1\), \(\varepsilon_i=n_s^2\) and \(f=1-p_{\rm total}\). This is the Lorentz-Lorenz rule of part (b), with total porosity 31.7 percent.

For void cores in solid shells, \(\varepsilon_h=n_s^2\), \(\varepsilon_i=1\) and \(f=p_{\rm total}\), so

\[
p_{\rm total}=
\frac{(n^2-n_s^2)/(n^2+2n_s^2)}{(1-n_s^2)/(1+2n_s^2)}=34.5\ \text{percent}.
\]

With the same indices and open porosity, the closed porosity becomes 6.5 percent. The change of 2.8 points exceeds the measurement error found in (d). Neither geometry describes the film fully: its solid is connected, unlike the separate solid cores, and its open pores are connected too, unlike the separate void cores. The figure of 3.7 percent is thus the Lorentz-Lorenz value, and not a result independent of the model. The two geometries are the Hashin-Shtrikman bounds, quoted here without proof: for these indices, any isotropic arrangement of solid and empty pores has a total porosity between 31.7 and 34.5 percent. The Lorentz-Lorenz value is therefore the lowest closed porosity that an isotropic film with these inputs can have.

**(f)** Estimate the effect of (i) water filling 2.0 percent of the film volume, inside open pores, while \(n\) is measured; (ii) extreme anisotropy, with solid and void in flat layers; (iii) a finite pore diameter of 2 nm. Take 1.33 as the index of water.

**Answer.** (i) With a common local field, the products \(N\alpha\) of the two substances add. For a water fraction \(w\),

\[
L(n)=(1-p_{\rm total})L(n_s)+wL(n_{\rm w}),
\]

where \(p_{\rm total}\) counts all pore volume, wet or dry. Solving for \(p_{\rm total}\) shows that it rises above the dry value by

\[
\frac{wL(n_{\rm w})}{L(n_s)}=\frac{0.020\times0.20401}{0.27389}=1.5\ \text{points}.
\]

The closed porosity becomes 5.2 percent. Overlooked water is counted as solid, and so hides pore volume.

(ii) With the field along the layers, \(E\) is the same in solid and void, and the permittivities average:

\[
n^2=(1-p)n_s^2+p
\quad\Rightarrow\quad
p=\frac{n_s^2-n^2}{n_s^2-1}=39.0\ \text{percent}.
\]

With the field across the layers, \(D\) is the same in both, and the inverse permittivities average:

\[
\frac1{n^2}=\frac{1-p}{n_s^2}+p
\quad\Rightarrow\quad
p=\frac{1/n^2-1/n_s^2}{1-1/n_s^2}=23.1\ \text{percent}.
\]

The second value lies below the measured open porosity and would make the closed porosity negative. Complete layering is an extreme case, but it shows that the isotropic formula of (b) can fail badly in an anisotropic film.

(iii) The phase change over a pore radius \(d/2\) is \((2\pi n/\lambda)(d/2)=\pi nd/\lambda\). The relative correction to the static treatment scales as its square, \((\pi nd/\lambda)^2\approx2\times10^{-4}\), times a numerical factor that depends on the geometry and is well below one for void cores in solid shells at this index contrast. The figure is a rough upper scale, and it is already negligible beside the other effects.

**(g)** Is the result of (c) good evidence for closed pores in a real low-k film?

**Answer.** It is weak evidence. The indices and porosity are rough typical values for porous silica-like films, and 1.46 is close to the visible index of dense silica. Many low-k films are organosilicates, however, whose skeleton contains carbon groups and may differ from silica in density and index. For such a film, \(n_s\) must be the index of its own skeleton, not that of silica. A skeletal index higher than assumed would raise the inferred closed porosity, but in the Lorentz-Lorenz model one lower by 0.027 is enough to bring it to zero, as found in (d). For void cores in solid shells, where the inferred value starts at 6.5 percent, the index would have to be lower by about 0.04. In an isotropic film a different mixing rule can only raise the inferred value above 3.7 percent, so apart from measurement error the doubt comes mainly from the skeletal index. Plasma processing can also make pore walls take up water, which hides pore volume if it is still present when \(n\) is measured, as in (f). A firmer conclusion needs a separate determination of the skeletal index, a dry film during the optical measurement, and a mixing rule suited to the pore structure. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
film index                              1.30
skeletal index                          1.46
open porosity                           28.0 %
film index squared                      1.6900
skeletal index squared                  2.1316
Lorentz-Lorenz factor, film             0.18699
Lorentz-Lorenz factor, skeleton         0.27389
solid fraction                          0.6827
total porosity                          31.73 %
closed porosity                         3.73 %
closed share of all pore volume         11.7 %
film index from local-field iteration   1.3000
cavity field / (P/eps0), quadrature     0.33333
neighbour sum, tetragonal c/a = 1.1     -1.08 (1/a^3)
slope of closed porosity, film index    -2.092
slope of closed porosity, skeletal index 1.279
assumed error, film index               0.005
assumed error, skeletal index           0.010
assumed error, open porosity            1.0 points
error part from film index              1.05 points
error part from skeletal index          1.28 points
combined error of closed porosity       1.93 points
same, from random sampling              1.93 points
skeletal index for zero closed porosity 1.4326
total porosity, voids in solid shells   34.50 %
closed porosity, voids in solid shells  6.50 %
shift due to pore geometry              2.77 points
water index                             1.33
Lorentz-Lorenz factor, water            0.20401
water, share of film volume             2.0 %
closed porosity corrected for water     5.22 %
shift due to water                      1.49 points
total porosity, field along layers      39.02 %
total porosity, field across layers     23.09 %
pore diameter                           2.0 nm
wavelength                              633 nm
order of relative finite-size effect    1.7e-04
```
